Take two bonds of the same length, 0.2 nm, and the same covalent energy, 4 eV. In the first the two orbitals have equal energies; in the second they differ by 8 eV. The splitting between the bonding and antibonding levels is 8.00 eV in the first bond and 11.31 eV in the second, an increase by a factor of 1.41. The electronic polarisability falls from \(8.01\times10^{-40}\) to \(2.83\times10^{-40}\ \mathrm{C\,m^2/V}\), a reduction by a factor of 2.83. A polarisability inversely proportional to the splitting would account for only part of this fall. The rest comes from the way polarity changes the bonding state.

## The bond

Let the cation orbital \(|c\rangle\) be centred at \(x=+d/2\) and the anion orbital \(|a\rangle\) at \(x=-d/2\). They are orthonormal. Measured from their mean, their energies are \(+V_3\) and \(-V_3\), with \(V_3\ge 0\), and they are coupled by \(-V_2\), with \(V_2>0\). Thus \(V_2\) is the covalent energy and \(V_3\), half the difference of the orbital energies, is the polar energy. In the order \((c,a)\) the Hamiltonian and the position operator are

\[
H=\begin{pmatrix}V_3&-V_2\\-V_2&-V_3\end{pmatrix},\qquad
X=\frac d2\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]

Taking \(X\) diagonal is an assumption, examined below. So is setting the distance between the two orbital centres equal to the bond length. Real orbitals overlap, and after symmetric orthogonalisation their centres lie elsewhere: about \(1.33\,d\) apart for the 1s orbitals of H₂ in a minimal basis, and about \(0.6\,d\) apart for minimal-basis sp³ hybrids on carbon, which point into the bond. The polarisability found below scales as the square of this distance. Its absolute values therefore belong to the model, while ratios at fixed \(d\) do not depend on the choice as long as the distance does not change with polarity. Two electrons of opposite spin occupy the lower level. They are independent, the nuclei are fixed, and no other orbitals take part.

The eigenvalues satisfy \(E^2-V_3^2-V_2^2=0\), so they are \(\mp R\) with

\[
R=\sqrt{V_2^2+V_3^2},\qquad E_g=2R .
\]

Here \(E_g\) is the bonding–antibonding splitting. Define the covalency and the polarity by

\[
\alpha_c=\frac{V_2}{R},\qquad \alpha_p=\frac{V_3}{R},\qquad \alpha_c^2+\alpha_p^2=1 .
\]

Write the bonding state as \(|b\rangle=u_c|c\rangle+u_a|a\rangle\). The first row of \(H|b\rangle=-R|b\rangle\) gives \((R+V_3)u_c=V_2u_a\). With \(u_c^2+u_a^2=1\),

\[
u_a^2=\frac{(R+V_3)^2}{(R+V_3)^2+V_2^2}
=\frac{(R+V_3)^2}{2R(R+V_3)}=\frac{1+\alpha_p}{2},
\]

because \(V_2^2+V_3^2=R^2\) makes the denominator \(2R^2+2RV_3\). Hence

\[
u_c^2=\frac{1-\alpha_p}{2},\qquad
u_au_c=\frac{V_2}{R+V_3}\,u_a^2=\frac{\alpha_c}{2}.
\]

The two electrons place \(1+\alpha_p\) of their number on the anion and \(1-\alpha_p\) on the cation. At \(V_2=V_3=4\) eV, the second bond of the opening, the anion holds 1.71 electrons.

## First derivation: the energy in a field

Let \(e>0\) be the elementary charge and let a uniform field \(F\) point along \(+x\). The force on an electron is \(-eF\), so its potential energy is \(+eFx\). The Hamiltonian becomes \(H+eFX\). The cation level rises by \(eFd/2\) and the anion level falls by the same amount, so the field enters through the replacement

\[
V_3\;\to\;V_3(F)=V_3+\tfrac12 eFd .
\]

The covalent energy is unchanged because \(X\) is diagonal. The energy of the pair is therefore

\[
E(F)=-2\sqrt{V_2^2+\left(V_3+\tfrac12eFd\right)^2}.
\]

The dipole follows from the slope of this energy. For a normalised eigenstate, the change of the state itself does not contribute to the first derivative of the eigenvalue, so \(dE/dF=2e\langle X\rangle\). The electronic dipole about the bond centre is \(p=-2e\langle X\rangle\), and thus \(p=-dE/dF\). Differentiating the square root, with \(R(F)=\sqrt{V_2^2+V_3(F)^2}\), gives

\[
p(F)=2\,\frac{V_3(F)}{R(F)}\,\frac{ed}{2}=ed\,\alpha_p(F).
\]

The sign can be checked from the occupations. At zero field \(\langle X\rangle=(d/2)(u_c^2-u_a^2)=-\alpha_pd/2\), so \(p=+ed\alpha_p\). The dipole points from the electron-rich anion to the cation. The fixed core charges may add a constant to it, but do not respond to the field.

The polarisability is \(\alpha=dp/dF\) at \(F=0\). The polarity changes with the polar energy as

\[
\frac{d}{dV_3}\frac{V_3}{R}=\frac1R-\frac{V_3^2}{R^3}
=\frac{R^2-V_3^2}{R^3}=\frac{V_2^2}{R^3}.
\]

Multiplying by \(dV_3(F)/dF=ed/2\) and by the factor \(ed\) in \(p\),

\[
\boxed{\;\alpha=\frac{e^2d^2V_2^2}{2\,(V_2^2+V_3^2)^{3/2}}
=\frac{e^2d^2}{2V_2}\,\alpha_c^3\;}
\]

The energies are in joules here. At fixed \(V_2\) and \(d\), the ratio to the nonpolar bond is

\[
\frac{\alpha}{\alpha(V_3=0)}=\alpha_c^3=(1-\alpha_p^2)^{3/2},
\]

which decreases steadily as the polarity rises from 0 towards 1. The dipole \(ed\alpha_p\) grows meanwhile. In this model a strongly polar bond has a large permanent dipole and a small response, because its charge has already moved most of the way to the anion and \(\alpha_p\) is approaching its limit of 1.

For the second bond, \(e^2d^2/(1\ \mathrm{eV})=6.41\times10^{-39}\ \mathrm{C\,m^2/V}\), and \(R^3=32^{3/2}=181\) in eV³. Then

\[
\alpha=6.41\times10^{-39}\times\frac{16}{2\times181}
=2.83\times10^{-40}\ \mathrm{C\,m^2/V}.
\]

Divided by \(4\pi\varepsilon_0\), this is a polarisability volume of 2.55 Å³, against 7.20 Å³ for the nonpolar bond.

Since \(p(F)\) is known at any field, the departure from linear response can also be found. Put \(\delta=eFd/2\) and expand \(V_3(F)/R(F)\) to second order. The derivative of \(V_2^2/R^3\) with respect to \(V_3\) is \(-3V_2^2V_3/R^5\), so

\[
p(F)-p(0)=ed\,\frac{V_2^2}{R^3}\,\delta\left[1-\frac{3V_3\delta}{2R^2}+\dots\right].
\]

At \(10^9\) V/m, roughly the most that a good oxide film withstands, \(\delta=0.1\) eV and the correction for the second bond is \(-1.5\times4\times0.1/32=-1.9\%\) of the linear value. The full calculation gives \(-1.85\%\). The sign is negative because this field direction makes the bond more polar, and so less polarisable, as it acts.

## Second derivation: mixing in the antibonding state

The same result follows from the zero-field states alone. The antibonding state, orthogonal to \(|b\rangle\) and with energy \(+R\), is \(|n\rangle=u_a|c\rangle-u_c|a\rangle\). The position matrix element between the two is

\[
X_{nb}=\langle n|X|b\rangle
=\frac d2\left(u_au_c+u_cu_a\right)=d\,u_au_c=\frac{d\,\alpha_c}{2}.
\]

The two terms add because both the anion coefficient of \(|n\rangle\) and the anion position carry a minus sign.

A weak field changes the occupied orbital to \(|b\rangle+\eta|n\rangle\), up to normalisation, with a small real \(\eta\) proportional to \(F\). Apart from terms independent of \(\eta\), its energy to second order in the field is

\[
\Delta\varepsilon(\eta)=2\eta\,eFX_{nb}+\eta^2E_g .
\]

The first term is the coupling by the field. The second is the cost of putting weight \(\eta^2\) into a level higher by \(E_g\). Changes in that cost caused by the field are of third order and are dropped. The minimum lies at

\[
\eta=-\frac{eFX_{nb}}{E_g}.
\]

To first order the mean position of each electron changes by \(2\eta X_{nb}\). Both electrons respond in this way, since the antibonding orbital is empty for either spin. The induced dipole is

\[
\Delta p=-2e\,(2\eta X_{nb})=\frac{4e^2X_{nb}^2}{E_g}\,F ,
\]

and therefore

\[
\alpha=\frac{4}{E_g}\left(\frac{ed\,\alpha_c}{2}\right)^2=\frac{e^2d^2\alpha_c^2}{E_g}.
\]

Since \(R=V_2/\alpha_c\), the splitting is \(E_g=2V_2/\alpha_c\). Substitution gives \(\alpha=e^2d^2\alpha_c^3/(2V_2)\), as before.

This route separates the causes. Two of the three powers of \(\alpha_c\) come from the squared transition dipole: as the bonding state gathers on the anion and the antibonding state on the cation, the two states share less space and the field connects them less strongly. The third power comes from the wider splitting. For the second bond the factors are 0.500 and 0.707, with product 0.354. The weaker transition dipole is the larger effect, and it is what an estimate from the splitting alone leaves out.

## What the numbers show at fixed covalent energy

With \(V_2=4\) eV and \(d=0.2\) nm, raising the polar energy gives

| \(V_3\) (eV) | \(\alpha_p\) | \(E_g\) (eV) | \(\alpha/\alpha(0)\) |
|---|---|---|---|
| 0 | 0 | 8.00 | 1 |
| 2 | 0.447 | 8.94 | 0.716 |
| 4 | 0.707 | 11.31 | 0.354 |
| 6 | 0.832 | 14.42 | 0.171 |
| 8 | 0.894 | 17.89 | 0.089 |

For small polarity the ratio is \(1-\tfrac32\alpha_p^2\) to leading order, so suppression begins quadratically. At \(V_3=2\) eV this estimate gives 0.70, close to the full 0.716. For \(V_3\gg V_2\) the polarisability tends to \(e^2d^2V_2^2/(2V_3^3)\). At \(V_3=8\) eV this limit is still too large by the factor \((1+V_2^2/V_3^2)^{3/2}=1.25^{3/2}=1.40\).

Eliminating the polar energy through \(R=E_g/2\) gives

\[
\alpha=\frac{4e^2d^2V_2^2}{E_g^3}.
\]

At fixed \(V_2\) and \(d\) the polarisability thus falls as the inverse cube of the splitting. If instead the splitting and \(d\) are held fixed while the balance between \(V_2\) and \(V_3\) changes, \(\alpha\propto\alpha_c^2\). The splitting alone does not determine the response.

## When lower polarity does not mean higher polarisability

The polarity can also be changed through \(V_2\), with \(V_3>0\) and \(d\) fixed. Then

\[
\frac{d\ln\alpha}{dV_2}=\frac{2}{V_2}-\frac{3V_2}{R^2}
=\frac{2V_3^2-V_2^2}{V_2R^2}.
\]

The derivative is positive for \(V_2<\sqrt2\,V_3\) and negative beyond. The maximum lies at \(V_2=\sqrt2\,V_3\), where \(R=\sqrt3\,V_3\) and \(\alpha_p=1/\sqrt3=0.577\). For \(V_3=4\) eV this is \(V_2=5.66\) eV:

- \(V_2=2\) eV, \(\alpha_p=0.894\): \(\alpha=1.43\times10^{-40}\ \mathrm{C\,m^2/V}\)
- \(V_2=5.66\) eV, \(\alpha_p=0.577\): \(\alpha=3.08\times10^{-40}\ \mathrm{C\,m^2/V}\)
- \(V_2=12\) eV, \(\alpha_p=0.316\): \(\alpha=2.28\times10^{-40}\ \mathrm{C\,m^2/V}\)

When the coupling is weak, strengthening it lets charge move between the orbitals. When it is already strong, its main effect is to widen the splitting and stiffen the bond. The statement that polarity suppresses polarisability therefore needs its condition: \(V_2\) and \(d\) are held fixed. Between two real compounds all three parameters may change.

## From the bond to the permittivity

Consider a zinc-blende network of such bonds, each responding independently and only along its own direction \(\mathbf n\). The induced dipole of one bond is \(\alpha\,\mathbf n(\mathbf n\cdot\mathbf F)\). The four directions around a cation are \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\), each divided by \(\sqrt3\). The average of \(n_x^2\) is \(1/3\), and the average of \(n_xn_y\) is \((1-1-1+1)/12=0\); the other components follow by symmetry. The response is isotropic, with \(\alpha/3\) per bond.

The cubic cell has edge \(4d/\sqrt3\) and contains four cations with four bonds each, so the bond density is

\[
N=16\left(\frac{\sqrt3}{4d}\right)^3=\frac{3\sqrt3}{4d^3}.
\]

If the field acting on each bond is the macroscopic field, then

\[
\varepsilon_\infty=1+\frac{N\alpha}{3\varepsilon_0}
=1+\frac{\sqrt3\,\alpha}{4\varepsilon_0d^3}.
\]

For \(d=0.2\) nm, \(N=1.62\times10^{29}\ \mathrm{m^{-3}}\). At \(V_2=V_3=4\) eV,

\[
\varepsilon_\infty-1=\frac{1.624\times10^{29}\times2.832\times10^{-40}}{3\times8.854\times10^{-12}}=1.73 .
\]

Thus \(\varepsilon_\infty=2.73\), compared with 5.90 for the nonpolar bond and 1.44 at \(V_3=8\) eV.

The choice of acting field matters. If the Lorentz local field acted on each bond, one would have \((\varepsilon_\infty-1)/(\varepsilon_\infty+2)=N\alpha/(9\varepsilon_0)\). For the nonpolar bond the right side is \(4.90/3=1.63\), and no \(\varepsilon_\infty\ge1\) satisfies the equation. At \(V_2=V_3=4\) eV the right side is \(1.73/3=0.58\) and a solution exists, but the correction cannot be applied over the whole range of polarity considered here. Nor does the structure justify the Lorentz field: the bond centres lack cubic site symmetry, so the fields of nearby dipoles need not cancel, and neighbouring centres are closer together than the length of a bond, too close for point dipoles. The permittivities above are values of the model without local fields. Their size should not be read as a prediction for real solids: with the common scaling \(V_2=2.16\,\hbar^2/(md^2)\) the formula gives about 6.6 for silicon and 6.8 for germanium, against measured values near 11.7 and 16. The model is useful for the relative change with polarity at fixed \(d\), not for the magnitude.

In this model, at fixed \(V_2\) and \(d\), a polar energy that widens the splitting lowers \(\varepsilon_\infty-1\) as \(E_g^{-3}\). This illustrates one electronic contribution to the conflict between permittivity and gap in gate dielectrics, but the exponent should not be applied to measured band gaps. The splitting is not the band gap: coupling between bonds broadens both levels into bands and leaves a smaller gap. Nor is \(\varepsilon_\infty\) the static permittivity, which also contains the displacement of the ions. That lattice part is absent here, so a small \(\varepsilon_\infty\) does not rule out a high static permittivity.

## What each derivation assumes

Both derivations use two orbitals, independent electrons and a diagonal position operator. They differ in what they need beyond that. The first needs the ground-state energy as a function of field, and in return gives the dipole at any field within the model. It never refers to the excited state. The second needs the excited state and a weak field, \(eFd\ll E_g\), so that the field changes neither the states nor their separation by much. It gives the linear response alone, but shows which part of the suppression comes from the states and which from their energies.

The shared assumption about \(X\) can be relaxed in either. Let \(\langle c|X|a\rangle=s\), real. In the second derivation the matrix element gains \(s(u_a^2-u_c^2)=s\alpha_p\), so

\[
\alpha=\frac{4e^2}{E_g}\left(\frac{d\,\alpha_c}{2}+s\,\alpha_p\right)^2 .
\]

In the first, the field also changes the coupling, \(V_2\to V_2-eFs\), and the second derivative of the energy gives the same expression. The new term grows with polarity while the old one shrinks. The \(\alpha_c^3\) law therefore requires \(|s|\alpha_p\ll d\alpha_c/2\), and it becomes least secure in very polar bonds. In real bonds of that kind the polarisation of the anion itself, which needs orbitals left out here, also matters and keeps the response from vanishing.

Independence of the electrons is a separate condition, and its failure can reverse the trend. Let two electrons on the same orbital repel with energy \(U\). The relation \(p=-dE/dF\) survives, but the formula for \(E(F)\) does not; the second route survives if pair states replace orbitals. The singlet states are both electrons on the cation, energy \(U+2V_3\); both on the anion, \(U-2V_3\); and one on each, energy 0. The last is coupled to each of the others with strength \(\sqrt2\,V_2\).

Near \(2V_3=U\), with \(U\gg V_2\), the doubly occupied cation lies far above the other two states and can be neglected. At \(V_3=0\) it cannot: the two doubly occupied states then have the same energy and contribute equally to the response. Two states remain, with splitting \(\Delta=\sqrt{(U-2V_3)^2+8V_2^2}\). Their dipoles differ by \(ed\), and the transition dipole between the eigenstates is \(ed\,\sqrt2V_2/\Delta\). Second-order perturbation theory for the pair then gives

\[
\alpha\approx\frac{2}{\Delta}\left(\frac{\sqrt2\,edV_2}{\Delta}\right)^2=\frac{4e^2d^2V_2^2}{\Delta^3}.
\]

This estimate rises with polar energy until \(2V_3=U\), where transferring an electron to the anion costs nothing before coupling. For an illustrative, deliberately large \(U=20\) eV, with \(V_2=4\) eV and \(V_3=8\) eV, \(\Delta=\sqrt{16+128}=12\) eV and the estimate is \(2.37\times10^{-40}\ \mathrm{C\,m^2/V}\). Diagonalisation with all the pair states gives \(2.36\times10^{-40}\), and at \(V_3=0\) it gives \(0.62\times10^{-40}\). Here increasing the polar energy raises the polarisability almost fourfold. Repulsion first holds one electron on each orbital, and the polar energy works against that confinement.

The \(\alpha_c^3\) law is thus a result for independent electrons, and repulsion can reverse its trend over a range of polarity. In the pair model with \(V_2=4\) eV the initial fall turns into a rise once \(U\) exceeds about 3.9 eV. The rise to the maximum is only 3% at \(U=5\) eV but 60% at \(U=10\) eV. For large \(U\) the maximum lies near \(2V_3=U\) (at \(V_3=10.3\) eV for \(U=20\) eV), and beyond it the polarisability falls again. Without repulsion, the polarisabilities from second differences of the diagonalised two-electron energy agree with the boxed formula to within one part in \(10^5\) at all five polar energies in the table; the numerical output lists the values.

## Table of computed values

```
Bond length d = 0.200 nm; covalent energy V2 = 4.00 eV
Bonds per cubic cell = 16; cell edge = 0.4619 nm
Bond density N = 1.6238e+29 m^-3
Fixed V2, varying V3:
 V3 = 0.0 eV: polarity 0.0000, covalency 1.0000, splitting 8.000 eV
   anion electrons 1.0000, transition dipole 1.602e-29 C m
   alpha 8.011e-40 C m^2/V, ratio to V3=0 1.0000, eps_inf 5.897
 V3 = 2.0 eV: polarity 0.4472, covalency 0.8944, splitting 8.944 eV
   anion electrons 1.4472, transition dipole 1.433e-29 C m
   alpha 5.732e-40 C m^2/V, ratio to V3=0 0.7155, eps_inf 4.504
 V3 = 4.0 eV: polarity 0.7071, covalency 0.7071, splitting 11.314 eV
   anion electrons 1.7071, transition dipole 1.133e-29 C m
   alpha 2.832e-40 C m^2/V, ratio to V3=0 0.3536, eps_inf 2.731
 V3 = 6.0 eV: polarity 0.8321, covalency 0.5547, splitting 14.422 eV
   anion electrons 1.8321, transition dipole 8.887e-30 C m
   alpha 1.367e-40 C m^2/V, ratio to V3=0 0.1707, eps_inf 1.836
 V3 = 8.0 eV: polarity 0.8944, covalency 0.4472, splitting 17.889 eV
   anion electrons 1.8944, transition dipole 7.165e-30 C m
   alpha 7.165e-41 C m^2/V, ratio to V3=0 0.0894, eps_inf 1.438
V3 = 4.0 eV: factor from squared dipole = 0.5000
V3 = 4.0 eV: factor from splitting = 0.7071
Polarisability volume at V3 = 0.0 eV = 7.200 angstrom^3
Polarisability volume at V3 = 4.0 eV = 2.546 angstrom^3
Field = 1.00e+09 V/m; e*field*d = 0.200 eV
Permanent electronic dipole = 2.2658e-29 C m
Induced dipole, full = 2.7798e-31 C m
Induced dipole, alpha*field = 2.8323e-31 C m
Full/linear - 1 = -1.85 percent
Fixed V3 = 4.0 eV, varying V2:
 V2 = 2.000 eV: polarity 0.8944, alpha 1.433e-40 C m^2/V
 V2 = 4.000 eV: polarity 0.7071, alpha 2.832e-40 C m^2/V
 V2 = 5.657 eV: polarity 0.5774, alpha 3.083e-40 C m^2/V
 V2 = 8.000 eV: polarity 0.4472, alpha 2.866e-40 C m^2/V
 V2 = 12.000 eV: polarity 0.3162, alpha 2.280e-40 C m^2/V
Maximum at V2 = 5.657 eV
With repulsion U = 20.0 eV and V2 = 4.0 eV:
 V3 = 0.0 eV: alpha 6.158e-41 C m^2/V
 V3 = 4.0 eV: alpha 9.707e-41 C m^2/V
 V3 = 8.0 eV: alpha 2.363e-40 C m^2/V
```
